# Negative-U Oxygen Vacancies: Stability and Abundance of the Intermediate Charge State

Q: I am told that an oxygen vacancy with negative U never has its middle charge state as the most stable one, whatever the Fermi level, and that the charge-state concentrations show it. Before I object, what precisely is being compared?

A: Take a vacancy with charge $q=2,1,0$ in units of the elementary charge, written V²⁺, V⁺, V⁰. It holds $n=2-q$ electrons in one orbital without spatial degeneracy. Its formation energy is the cost of removing an oxygen atom to a reservoir and $q$ electrons to the Fermi level $\mu$:

$$E_q(\mu)=\left[E^{\rm tot}_q-E^{\rm host}+\mu_{\rm O}+qE_v\right]+q\mu\equiv E_q+q\mu .$$

Here $E^{\rm tot}_q$ is the lowest energy of the crystal with the defect, lattice relaxation and zero-point motion included. $E_v$ is the valence-band top, from which $\mu$ is measured, and $\mu_{\rm O}$ is the oxygen chemical potential. "Most stable" means lowest $E_q(\mu)$. The effective interaction is

$$U=E_0+E_2-2E_1 .$$

In $U$ the chemical potential enters as $\mu_{\rm O}+\mu_{\rm O}-2\mu_{\rm O}=0$, and the band edge as $0+2E_v-2E_v=0$. So $U$ belongs to the defect and not to the growth conditions.

Q: But raising $\mu$ penalizes V²⁺ and lowering it favours V²⁺. Surely somewhere in between V⁺ gets its turn?

A: Compare V⁺ with the average of its two neighbours:

$$E_1(\mu)-\frac{E_0(\mu)+E_2(\mu)}{2}
=E_1+\mu-\frac{E_0+E_2+2\mu}{2}
=\frac{2E_1-E_0-E_2}{2}=-\frac U2 .$$

The Fermi level has dropped out, because the charge of V⁺ is the average of the other two charges. The lower of two numbers cannot exceed their average, so

$$E_1(\mu)-\min[E_0(\mu),E_2(\mu)]\ \ge\ -\frac U2 .$$

For $U<0$ the right side is $|U|/2>0$. At every $\mu$, then, some other charge state lies at least $|U|/2$ below V⁺. Equality holds where the neighbours are degenerate, at $E_0=E_2+2\mu$, that is at $\mu=\varepsilon(2{+}/0)=(E_0-E_2)/2$.

Q: How does that fit with transition levels? I can still calculate a level between V²⁺ and V⁺.

A: You can. Equating formation energies pairwise gives

$$E_2+2\mu=E_1+\mu\ \Rightarrow\ \varepsilon(2{+}/{+})=E_1-E_2,$$

$$E_1+\mu=E_0\ \Rightarrow\ \varepsilon({+}/0)=E_0-E_1 .$$

V⁺ lies below V²⁺ for $\mu>\varepsilon(2{+}/{+})$ and below V⁰ for $\mu<\varepsilon({+}/0)$. Both conditions can be met only if the second level is above the first, and their separation is

$$\varepsilon({+}/0)-\varepsilon(2{+}/{+})=E_0+E_2-2E_1=U .$$

Positive $U$ therefore gives V⁺ an energy window of width $U$, which matters in equilibrium if it overlaps the accessible range of $\mu$. At $U=0$ the window shrinks to a point where all three states tie. Negative $U$ inverts the levels: each crossing still exists, but it happens above the energy of the third state.

Q: An inverted order means that the second electron is bound more strongly than the first. Electrons repel each other. Where would a negative $U$ come from?

A: From relaxation of the surrounding ions. A minimal model has an orbital energy $\epsilon$, a pair repulsion $U_C$ and one local mode of frequency $\omega$, displaced in proportion to the number of electrons:

$$H_n=n\epsilon+U_C\,\delta_{n,2}+\hbar\omega\left(a^\dagger a+\tfrac12\right)-ng(a+a^\dagger).$$

Put $a=b+ng/(\hbar\omega)$, a shift of the oscillator's origin, which leaves the commutator unchanged. Then

$$\hbar\omega\,a^\dagger a=\hbar\omega\,b^\dagger b+ng(b+b^\dagger)+\frac{n^2g^2}{\hbar\omega},$$

$$-ng(a+a^\dagger)=-ng(b+b^\dagger)-\frac{2n^2g^2}{\hbar\omega}.$$

The linear terms cancel in the sum. With $b^\dagger b=0$ the lowest energy is

$$W_n=n\epsilon+U_C\,\delta_{n,2}+\frac{\hbar\omega}{2}-\frac{n^2g^2}{\hbar\omega}.$$

Formation energies at $\mu=0$ differ by the same amounts as the $W_n$, with $n=2-q$. Hence

$$U=W_2+W_0-2W_1=U_C-\frac{4g^2}{\hbar\omega}+\frac{2g^2}{\hbar\omega}=U_C-\frac{2g^2}{\hbar\omega}.$$

The orbital and zero-point energies cancel. The relaxation energy grows as $n^2$, so two electrons on one site gain four times the one-electron relaxation, whereas two singly occupied sites gain only twice. If that surplus exceeds $U_C$, pairing wins.

Q: Give me numbers, so that I can see the inversion.

A: I take round parameters for a model oxide: gap 5.0 eV, $\epsilon=4.0$ eV above the valence-band top, $\hbar\omega=0.05$ eV and $g=0.20$ eV. The one-electron relaxation is $0.20^2/0.05=0.80$ eV, so $U=U_C-1.60$ eV.

With $U_C=1.0$ eV, $U=-0.60$ eV. The levels are

$$\varepsilon(2{+}/{+})=W_1-W_0=4.0-0.8=3.2\ {\rm eV},$$

$$\varepsilon({+}/0)=W_2-W_1=(8.0+1.0-3.2)-3.2=2.6\ {\rm eV}.$$

They are inverted, and $\varepsilon(2{+}/0)=2.9$ eV lies midway. There V⁺ is 0.30 eV above both neighbours, its smallest excess anywhere.

As a contrast, $U_C=2.0$ eV gives $U=+0.40$ eV. The first level stays at 3.2 eV, the second moves to 3.6 eV, and V⁺ is lowest between them. At 3.4 eV it is 0.20 eV below its neighbours. The same coupling is present in both cases, so strong relaxation alone does not settle the matter; it has to outweigh the repulsion.

Q: All of that concerns energies. You promised concentrations, and at finite temperature a state of higher energy can still be populated.

A: Then let us count. Assume that vacancies do not interact, and that oxygen and electrons are exchanged with reservoirs in equilibrium. Each of $N$ oxygen sites per volume is intact, with statistical weight 1, or holds a vacancy in charge state $q$. Summing over internal levels $i$ at energy $\Delta_{qi}$ above the lowest,

$$w_q=\sum_i e^{-[E_q(\mu)+\Delta_{qi}]/kT}=Z_q\,e^{-E_q(\mu)/kT},\qquad Z_q=\sum_i e^{-\Delta_{qi}/kT}.$$

If the intact site has a vibrational partition function of its own, every $Z_q$ is divided by it. The probability of each state is its weight over the sum of weights, so

$$c_q=\frac{N\,w_q}{1+w_0+w_1+w_2}.$$

For rare vacancies the denominator is close to 1. We need not assume that in the following ratio, where it cancels:

$$K\equiv\frac{c_1^2}{c_0c_2}=\frac{w_1^2}{w_0w_2}
=\frac{Z_1^2}{Z_0Z_2}\,e^{-[2E_1+2\mu-E_0-E_2-2\mu]/kT}
=\frac{Z_1^2}{Z_0Z_2}\,e^{U/kT}.$$

The partition function of the intact site cancels too. This is the mass-action law for 2V⁺ → V⁰ + V²⁺, with $K$ the reciprocal of the usual equilibrium constant, which has products over reactants. The reaction conserves charge and the number of vacancies and has reaction energy $U$. That is why neither $\mu$ nor $\mu_{\rm O}$ appears in $K$.

Q: So negative $U$ makes $K$ small, and V⁺ is never the most abundant. Is that the proof?

A: Only if $K$ is really below 1. Write $c_1=\sqrt K\,\sqrt{c_0c_2}$. A geometric mean cannot exceed the larger of its two members, so

$$K<1\quad\Rightarrow\quad c_1<\max(c_0,c_2)\ \text{ at every }\mu .$$

Conversely, if $K>1$, choose $\mu$ such that $c_0=c_2$. Then $c_1=\sqrt K\,c_0$ exceeds both. At $K=1$ that same point is a three-way tie.

The condition $K<1$ is not the condition $U<0$. If the mode has the same frequency in all charge states, its vibrational factors cancel in $K$. What remains is spin: V²⁺ has an empty orbital, V⁰ a filled one, and V⁺ one electron with two spin directions. Thus $Z_1^2/(Z_0Z_2)=2^2/(1\times1)=4$, and

$$K=4e^{U/kT}<1\quad\Longleftrightarrow\quad U<-2kT\ln2 .$$

Q: Then the claim I was told is false?

A: It is true of energies and too loose for concentrations. Two V⁺ have four spin arrangements, while the pair V⁰ + V²⁺ has one. This entropy favours V⁺ by $kT\ln4$ per pair, and negative $U$ has to overcome it before V⁺ is denied the largest concentration. At 1000 K, where $kT=0.0862$ eV, the threshold is $|U|=2\times0.0862\times0.693=0.119$ eV.

Q: Start with the strong case. What do the three concentrations look like?

A: I need an absolute formation energy and a site density. Choose $E_2=-3.8$ eV, which fixes $\mu_{\rm O}$ implicitly, and $N=5\times10^{22}$ cm⁻³. Then $E_1=-3.8+3.2=-0.6$ eV and $E_0=-0.6+2.6=2.0$ eV. Let the intact site have the same mode quantum, so that the effective $Z_q$ are 1, 2, 1.

At $\mu=2.9$ eV the formation energies of V²⁺, V⁺, V⁰ are $-3.8+5.8=2.0$, $-0.6+2.9=2.3$ and 2.0 eV. In the dilute limit at 1000 K,

$$c_0=c_2=5\times10^{22}\,e^{-2.0/0.08617}=4.16\times10^{12}\ {\rm cm^{-3}},$$

$$c_1=2\times5\times10^{22}\,e^{-2.3/0.08617}=2.56\times10^{11}\ {\rm cm^{-3}}.$$

The same calculation at the two inverted levels completes the table; concentrations are in cm⁻³.

| $\mu$ (eV) | V²⁺ | V⁺ | V⁰ |
|---|---|---|---|
| 2.6 | $4.40\times10^{15}$ | $8.33\times10^{12}$ | $4.16\times10^{12}$ |
| 2.9 | $4.16\times10^{12}$ | $2.56\times10^{11}$ | $4.16\times10^{12}$ |
| 3.2 | $3.94\times10^{9}$ | $7.88\times10^{9}$ | $4.16\times10^{12}$ |

At 2.6 eV, V⁺ and V⁰ have equal formation energies, and V⁺ is twice as abundant because of its spin. That does not make it dominant, since V²⁺ is far more abundant than either. At 3.2 eV the roles of V²⁺ and V⁰ are exchanged.

From the middle row, $K=(2.56\times10^{11}/4.16\times10^{12})^2=3.8\times10^{-3}$. The formula gives $4e^{-0.600/0.08617}=3.8\times10^{-3}$, and the other rows give the same value, although from row to row the concentrations of V²⁺ and V⁺ change by orders of magnitude while that of V⁰ stays fixed.

Q: Your $E_2$ is negative. At low Fermi level vacancies would form without limit.

A: The formation energy of V²⁺ changes sign at $-3.8+2\mu=0$, or $\mu=1.9$ eV. Below that, site exclusion keeps the formula finite, but vacancies become so dense that ignoring their interactions is no longer credible. I therefore quote concentrations only well above 1.9 eV. In a real crystal charge neutrality selects $\mu$. The theorem need not know the selected value, because it holds for each one.

Q: Now show me a case in which the loose claim fails.

A: Set $U_C=1.5$ eV, so $U=-0.10$ eV. The levels are still inverted, 3.2 and 3.1 eV, and V⁺ is nowhere less than 0.05 eV above the lowest state. But now

$$K(600\ {\rm K})=4e^{-0.100/0.0517}=0.578,$$

$$K(1000\ {\rm K})=4e^{-0.100/0.0862}=1.25 .$$

At 600 K V⁺ is never the most abundant. At 1000 K it can be. The crossover is at $K=1$:

$$T^*=\frac{|U|}{k\ln4}=837\ {\rm K}.$$

Q: Over what range of Fermi level does this happen?

A: Require $w_1>w_2$ and take logarithms:

$$\ln Z_1-\frac{E_1+\mu}{kT}>\ln Z_2-\frac{E_2+2\mu}{kT}
\ \Rightarrow\ \mu>\varepsilon(2{+}/{+})-kT\ln\frac{Z_1}{Z_2}.$$

Likewise $w_1>w_0$ requires

$$\mu<\varepsilon({+}/0)+kT\ln\frac{Z_1}{Z_0}.$$

Subtracting the lower limit from the upper gives the width

$$U+kT\ln\frac{Z_1^2}{Z_0Z_2}=kT\ln K ,$$

which is positive when $K>1$. For the weak case at 1000 K it is $0.0862\ln1.253=0.019$ eV. That is less than a quarter of $kT$, so V⁺ is only slightly ahead of its neighbours.

Q: "Slightly ahead" could still mean most of the vacancies. How large can the share of V⁺ become?

A: Its share among vacancies is

$$f_1=\frac{w_1}{w_0+w_1+w_2}=\frac{1}{1+x+y},\qquad x=\frac{w_0}{w_1},\quad y=\frac{w_2}{w_1}.$$

The product $xy=w_0w_2/w_1^2=1/K$ is independent of $\mu$. Since $(\sqrt x-\sqrt y)^2\ge0$, we have $x+y\ge2\sqrt{xy}=2/\sqrt K$, and therefore

$$f_1\le f_{\max}=\frac{1}{1+2/\sqrt K}.$$

The maximum is reached at $x=y$, that is $w_0=w_2$:

$$\ln Z_0-\frac{E_0}{kT}=\ln Z_2-\frac{E_2+2\mu}{kT}
\ \Rightarrow\ \mu=\varepsilon(2{+}/0)+\frac{kT}{2}\ln\frac{Z_2}{Z_0}.$$

For the weak case at 1000 K, $f_{\max}=1/(1+2/\sqrt{1.253})=0.359$, with 0.32 for each neighbour. For the strong case it is 0.030.

A majority, $f_{\max}>1/2$, needs $2/\sqrt K<1$, or $K>4$. With equal frequencies $K=4e^{U/kT}$ stays below 4 for any negative $U$. So V⁺ may come first among three, but it cannot outnumber the other two together. The weak case at 3000 K, used here only to show the trend of the model, has $K=2.72$ and $f_{\max}=0.452$.

Q: And in the opposite limit, at low temperature?

A: For $|U|\gg kT$, $K$ is small and $f_{\max}\approx\sqrt K/2$. With $K=4e^{-|U|/kT}$ this becomes

$$f_{\max}\approx e^{-|U|/2kT}.$$

The exponent contains the smallest energy excess of V⁺, $|U|/2$. As $T\to0$ the share of V⁺ vanishes at every Fermi level, and the statements about energy and abundance agree.

Q: You keep the mode frequency fixed. Real defects change their bonds when they change charge.

A: Let the mode's force constant be multiplied by $s_n$. With $X=a+a^\dagger$, the potential energy is $\tfrac14\hbar\omega s_nX^2-ngX$. Its derivative vanishes at $X=2ng/(\hbar\omega s_n)$, where its value is $-n^2g^2/(\hbar\omega s_n)$. The frequency becomes $\omega_n=\omega\sqrt{s_n}$, so

$$W_n=n\epsilon+U_C\,\delta_{n,2}-\frac{n^2g^2}{\hbar\omega s_n}+\frac{\hbar\omega_n}{2}.$$

The oscillator levels are equally spaced, so their Boltzmann factors, measured from the lowest level, form a geometric series. Its sum multiplies the spin factor by $1/(1-e^{-\hbar\omega_n/kT})$. Both $U$ and the prefactor of $K$ change.

Take $U_C=1.5$ eV and $s_0,s_1,s_2=1.0,0.8,0.9$, so that V⁺ is the softest. Without zero-point energy,

$$U=1.5-\frac{4(0.04)}{0.05(0.9)}+\frac{2(0.04)}{0.05(0.8)}=1.5-3.556+2.000=-0.056\ {\rm eV}.$$

Zero-point motion adds 0.004 eV, giving $U=-0.052$ eV. At 1000 K the prefactor is 4.55 instead of 4, and $K=4.55\,e^{-0.0516/0.0862}=2.50$. The largest share of V⁺ is 0.44. It occurs 0.002 eV below $\varepsilon(2{+}/0)=2.972$ eV, because V⁰ is softer than V²⁺ and so has the larger partition function.

With a prefactor above 4, the bar on a majority is no longer guaranteed: a sufficiently small negative $U$ would give $K>4$. The energy theorem is untouched, since it uses only the sign of the actual $U$.

Q: Suppose I measure the three concentrations. Can I turn the argument round and learn the sign of $U$?

A: Yes, if you know the prefactor. From the product law,

$$U=kT\ln\left[K\,\frac{Z_0Z_2}{Z_1^2}\right].$$

For equal frequencies and spin as the only degeneracy, negative $U$ means $K<4$, not $K<1$. In the weak case at 1000 K, $K=1.25$: V⁺ can be the most abundant state, and yet the same number shows that $U$ is negative.

Two temperatures remove the need for the constant prefactor. With $\beta=1/kT$, $\ln K=\ln4+\beta U$, so

$$U=\frac{\ln K(1000\ {\rm K})-\ln K(600\ {\rm K})}{\beta_{1000}-\beta_{600}}
=\frac{\ln(1.253/0.578)}{(11.60-19.34)\ {\rm eV^{-1}}}=-0.10\ {\rm eV}.$$

If the frequencies differ, the slope contains thermal energies as well. Define $u_q=-\partial\ln Z_q/\partial\beta$, the mean internal energy above the lowest level. Differentiating $\ln K=2\ln Z_1-\ln Z_0-\ln Z_2+\beta U$ at fixed $U$ gives

$$\frac{d\ln K}{d\beta}=U+u_0+u_2-2u_1 .$$

A slope measured at high temperature is then not $U$ itself.

Q: What if I do detect V⁺ in abundance in a cold sample? Must $U$ be positive?

A: No. In equilibrium, finding V⁺ the most abundant state gives only a lower bound: with equal frequencies and spin as the only degeneracy, $U>-2kT\ln2$, which at 77 K is $-0.009$ eV. A small negative $U$ is still allowed. Without equilibrium not even this bound follows. Illumination can remove an electron from V⁰, and V⁺ may survive if the exchange of electrons is slow. The theorem compares energies and equilibrium populations; it sets no lifetime.

A frozen total number of vacancies is less serious. If electrons still equilibrate, the fixed total $C$ is shared as $c_q=Cw_q/(w_0+w_1+w_2)$, and $K$ is unchanged. Interactions between vacancies are another matter, because the cost of a charge state then depends on its surroundings and the single-site weights no longer apply.

Q: Then I withdraw my objection to the energies, and keep the one about concentrations.

A: Keep it in this form: $U<0$ excludes V⁺ as the state of lowest formation energy at every Fermi level, while excluding it as the most abundant state at every Fermi level requires $K<1$. In general that means $|U|>kT\ln[Z_1^2/(Z_0Z_2)]$. With equal frequencies and the spin of V⁺ as the only degeneracy, it is $|U|>2kT\ln2$. A real vacancy can have other degeneracies: a V⁺ distorted along three equivalent orientations has $Z_1=6$, a prefactor of 36 and a threshold of $kT\ln36=0.31$ eV at 1000 K, while a triplet V⁰ would lower the threshold.
